# Waiting time of a thermally activated wall step, with first correction

A calculation of the charge stored in a hafnia capacitor must decide whether its domain walls may be held fixed for the time of interest. If the first step anywhere on the walls is expected only long after that time, the walls can be frozen; if not, their motion has to be considered. The decision rests on the number of places where a step can occur and on the waiting time at each, which a barrier, an attempt frequency and the temperature determine. Here the barrier is an illustrative 1.34 eV, the attempt frequency is 10 THz and the temperature is 300 K.

## The event being timed

One step means the reversal of one cell at the wall, in a named direction, over one barrier $E_b$. It is not the displacement of an entire wall: moving many cells rigidly together would cost a barrier that grows with their number. Zero field means that the total field at the cell vanishes, including the depolarizing field and fields from trapped charge.

Let $x$ be the coordinate along the reversal path, $m$ its effective mass and $a$ the distance between neighbouring wells. Take the periodic model path

$$V(x)=\frac{E_b}{2}\left(1-\cos\frac{2\pi x}{a}\right).$$

The minimum at $x=0$ has energy zero, and the tops at $x=\pm a/2$ have energy $E_b$. Two derivatives at the minimum give

$$V''(0)=\frac{E_b}{2}\left(\frac{2\pi}{a}\right)^2=\frac{2\pi^2E_b}{a^2}.$$

Small oscillations obey $\omega^2=V''(0)/m$, so the attempt frequency is

$$\nu=\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E_b}{2m}}.$$

The algebra uses atomic units, with $\hbar=1$ and Boltzmann's constant $k_B$ retained. The large parameter is $b=E_b/(k_BT)$.

## The rate as a thermal flux

Assume classical motion, thermal equilibrium inside the well, and no immediate return after a crossing. The probability density at the right-hand top is $e^{-b}/Z$, where

$$Z=\int_{-a/2}^{a/2}e^{-V(x)/k_BT}\,dx .$$

In a short time $dt$, a coordinate with velocity $v>0$ crosses the top if it lies within $v\,dt$ below it. The rate is therefore the density at the top times the mean of $v$ restricted to positive values. With the Maxwell distribution,

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}}.$$

Hence

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-b}}{Z}.$$

What remains is to evaluate $Z$ when the barrier is high.

## Expansion for a high barrier

Set $\theta=2\pi x/a$ and $\phi(\theta)=V/k_BT$. Since $dx=(a/2\pi)d\theta$, the well integral is $a/2\pi$ times an integral over $\theta$. I expand about a general minimum $\theta_0$, because the same formula will serve when a field tilts the path. Write $\phi_n$ for the $n$th derivative at $\theta_0$, and put $s=\sqrt{\phi_2}(\theta-\theta_0)$. Then

$$\phi-\phi(\theta_0)=\frac{s^2}{2}+\frac{\phi_3s^3}{6\phi_2^{3/2}}+\frac{\phi_4s^4}{24\phi_2^2}+\cdots .$$

Every $\phi_n$ is proportional to $1/k_BT$. At fixed shape of the path, the cubic term is thus of order $b^{-1/2}$ and the quartic term of order $b^{-1}$. To order $b^{-1}$ the exponential is

$$e^{-s^2/2}\left[1-\frac{\phi_3s^3}{6\phi_2^{3/2}}+\frac{\phi_3^2s^6}{72\phi_2^3}-\frac{\phi_4s^4}{24\phi_2^2}\right].$$

The limits may be moved to infinity, since this changes the integral by exponentially small terms. The odd term integrates to zero. The even moments follow from

$$\int_{-\infty}^{\infty}e^{-\alpha s^2/2}ds=\sqrt{2\pi}\,\alpha^{-1/2}.$$

Each derivative with respect to $\alpha$ brings down $-s^2/2$. Two derivatives at $\alpha=1$ give $\langle s^4\rangle=3$, and three give $\langle s^6\rangle=15$. Therefore

$$\int e^{-[\phi-\phi(\theta_0)]}d\theta=\sqrt{\frac{2\pi}{\phi_2}}\left[1+\frac{5\phi_3^2}{24\phi_2^3}-\frac{\phi_4}{8\phi_2^2}+O(b^{-2})\right].$$

At zero field, $\phi=(b/2)(1-\cos\theta)$, so $\phi_2=b/2$, $\phi_3=0$ and $\phi_4=-b/2$. The quartic contribution is

$$-\frac{\phi_4}{8\phi_2^2}=\frac{b/2}{8b^2/4}=\frac1{4b}.$$

The well integral becomes

$$Z=\frac{a}{2\pi}\sqrt{\frac{4\pi}{b}}\left(1+\frac1{4b}+\cdots\right)
=\frac{a}{\sqrt{\pi b}}\left(1+\frac1{4b}+\cdots\right).$$

Insert this in $k$ and use $k_BTb=E_b$:

$$k=\frac1a\sqrt{\frac{k_BT\,b}{2m}}\,e^{-b}\left(1-\frac1{4b}+\cdots\right)
=\nu e^{-b}\left(1-\frac1{4b}+\cdots\right).$$

The mass and step length have disappeared into $\nu$. The correction lowers the rate because the cosine well is wider than its matching parabola: more of the probability lies inside the well, and less is left at the top. The coefficient $1/4$ belongs to this path; another shape has other $\phi_3$ and $\phi_4$.

## From rate to waiting time

If the well returns to equilibrium between attempts, the rate does not depend on how long the cell has already waited. The probability $S(t)$ that no step has occurred obeys $dS/dt=-kS$, with $S(0)=1$, so $S=e^{-kt}$. The probability density of the waiting time is $-dS/dt$. Integration by parts gives its mean:

$$\tau=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\int_0^\infty S\,dt=\frac1k .$$

The boundary term $-tS$ vanishes at both ends. Inverting the expanded rate changes the sign of its small correction:

$$\boxed{\tau=\frac{e^{E_b/k_BT}}{\nu}\left[1+\frac{k_BT}{4E_b}+O(b^{-2})\right]}$$

The leading factor also has a simple reading: each oscillation is an attempt with success probability $e^{-b}$, and $e^b$ attempts are needed on average.

## The century

At 300 K, $k_BT=0.025852$ eV. The exponent and the mean number of attempts are

$$b=\frac{1.34}{0.025852}\approx51.83,\qquad e^b\approx3.243\times10^{22}.$$

Dividing by $10^{13}$ attempts per second gives

$$\tau_0=3.243\times10^9\ \text{s}=102.8\ \text{years}.$$

The first correction is $1/(4b)\approx0.0048$, or about half a percent of the leading time. It raises the estimate to 103.3 years. Numerical quadrature of the full well integral also gives 103.3 years, so at this precision the first correction accounts for the whole difference within the classical flux model.

These digits show the quality of the expansion, not of a material prediction. At fixed frequency and temperature,

$$\frac{\tau_0(E_b+\delta E)}{\tau_0(E_b)}=e^{\delta E/k_BT}.$$

A change of 0.1 eV multiplies or divides the time by 47.9. The leading estimate is 2.15 years for 1.24 eV and about 4900 years for 1.44 eV. Refining the shape of the well is therefore of little use until the barrier is known well. By contrast, a factor of two in $\nu$ changes the time by a factor of two.

The century is a mean and not a guaranteed delay. The chance that the named step occurs within ten years is

$$1-e^{-10/102.8}\approx0.093,$$

or 9.3%.

## Many sites and two directions

For $M$ independent channels of equal rate, the probability that none has fired is the product $(e^{-kt})^M=e^{-Mkt}$. The mean time to the first event is therefore $\tau/M$. A cell free to step either way has $M=2$ and moves after 51.4 years on average.

Now take a wall patch 20 nm by 10 nm with cells of edge 0.5 nm. It contains $200/0.25=800$ sites. If they act independently, the first step in one named direction occurs somewhere in the patch after 46.9 days, and allowing both directions halves this again. The century for one site does not imply a century without change for the wall.

This settles the opening decision for one patch and a stated duration; for a whole capacitor the count must run over all its walls. A film of area 1 µm² and thickness 10 nm with walls 20 nm apart holds 2500 such patches, and would expect about 4 events in the hour considered next. With 1600 channels, the expected number of events in one hour is $1600\times3600/(3.243\times10^9)\approx0.002$, so the patch can be frozen for that hour at 300 K and zero field if the barrier is indeed 1.34 eV. A barrier lower by 0.1 eV raises the number to about 0.09, and one lower by 0.2 eV to about 4, which would reverse the decision. Over ten years the same initial rate would give about 160 events, so the no-step criterion fails and the motion has to be considered. If these events are unbiased and independent, the net number of reversed cells has zero mean and a root-mean-square value of only about 12.5 among 800 sites, so the count alone does not show that the stored charge changes appreciably.

Events do not by themselves produce steady motion. Suppose a step coordinate $n$ moves by $+1$ or $-1$, each at rate $k$, with all positions equivalent. The mean is constant, while

$$\frac{d\langle n^2\rangle}{dt}
=k\langle(n+1)^2-n^2\rangle+k\langle(n-1)^2-n^2\rangle=2k.$$

Starting from $n=0$, the variance is $2kt$. After one time $\tau$ the root-mean-square displacement is $\sqrt2$ steps, with zero mean. In a real wall the first reversed cell may alter the barriers of its neighbours and its own return barrier, which this walk leaves out.

## Field assistance

Let a field $F$ favour the reversed state. Reversing polarization $P$ in a cell of volume $v_c$ changes the dipole moment by $2Pv_c$, so the energy gained is $W=2PFv_c$. Assume that this gain accrues uniformly along the path. The tilted potential is

$$V_F=\frac{E_b}{2}(1-\cos\theta)-\frac{W\theta}{2\pi}.$$

Its extrema satisfy $\sin\theta=g$, with $g=W/(\pi E_b)$. For $0\le g<1$ the minimum is at $\theta_0=\arcsin g$ and the next top at $\pi-\theta_0$. The cosines there are $\pm\sqrt{1-g^2}$, and the angular separation is $\pi-2\theta_0=2\arccos g$. The barrier is therefore

$$E_F=E_b\sqrt{1-g^2}-\frac W\pi\arccos g
=E_b\left[\sqrt{1-g^2}-g\arccos g\right].$$

For small $g$, use $\sqrt{1-g^2}\approx1-g^2/2$ and $\arccos g\approx\pi/2-g$:

$$E_F\approx E_b\left(1-\frac{\pi g}{2}+\frac{g^2}{2}\right)
=E_b-\frac W2+\frac{W^2}{2\pi^2E_b}.$$

Half the energy gain is available at the saddle to first order. At second order the minimum and the top move towards each other. This reduces the field work between them by $g^2E_b$, but the cosine part of the barrier by only half as much, so the net term is positive.

For rough hafnia-like values $P=50$ µC/cm² and $F=1$ MV/cm, with the 0.5 nm cell, $W=0.0780$ eV. The first-order barrier is 1.3010 eV, and the second-order term brings it to 1.3012 eV. With $\nu$ held fixed, the waiting time falls to 22.9 years. At 4 MV/cm, a rough breakdown scale, the barrier is 1.1876 eV and the time is 103.5 days.

To step in 1 µs at 300 K with the same $\nu$, the barrier must be

$$E_F=k_BT\ln(10^{13}\times10^{-6})=0.4167\ \text{eV}.$$

Solving the full tilted-barrier equation numerically gives 28.6 MV/cm, about seven times the breakdown scale. Here the tilt is strong enough to affect the prefactor too. With $c=\sqrt{1-g^2}$, the derivatives at the minimum are $\phi_2=bc/2$, $\phi_3=-bg/2$ and $\phi_4=-bc/2$. The earlier expansion gives

$$\tau_F=\frac{e^{E_F/k_BT}}{\nu\sqrt c}
\left[1+\frac1{4bc}+\frac{5g^2}{12bc^3}+\cdots\right].$$

At this field $g\approx0.531$ and $c\approx0.848$. The softer well contributes a factor $1/\sqrt c\approx1.086$, and the bracket is about 1.009. Their product makes the time 1.096 µs, against 1.097 µs from direct quadrature of the flux formula. The expansion fails as $g$ approaches 1, where the well disappears.

## Friction and quantum motion

The flux formula counts every crossing as final. Near the top, friction $\gamma$ and thermal noise can send the coordinate back. The cosine top has the same curvature magnitude as the well, so with $R$ the random acceleration,

$$\ddot x=\omega^2x-\gamma\dot x+R(t),$$

where $x$ is now measured from the top. Without noise, solutions $e^{\lambda t}$ require $\lambda^2+\gamma\lambda=\omega^2$. The growing root is

$$\lambda=\sqrt{\omega^2+\gamma^2/4}-\gamma/2 .$$

The combination $\eta=\dot x+(\lambda+\gamma)x$ obeys $\dot\eta=\lambda\eta+R$, because $\lambda(\lambda+\gamma)=\omega^2$. Starting at the top with velocity $v_0$, it therefore grows at long times as $Qe^{\lambda t}$, and the final side is set by the sign of $Q=v_0+N$, where $N=\int_0^\infty e^{-\lambda t}R(t)\,dt$. Let $\sigma^2=k_BT/m$. Thermal noise has correlation $2\gamma\sigma^2\delta(t-t')$, so $N$ has variance $2\gamma\sigma^2/(2\lambda)=\gamma\sigma^2/\lambda$.

The net flux that ends on the far side is the mean of $v_0$ over cases with $Q>0$. Here $v_0$ may have either sign, a backward crossing counting negatively. For Gaussian variables the mean of $v_0$ at given $Q$ is $\sigma^2Q/\sigma_Q^2$, with $\sigma_Q^2=\sigma^2(1+\gamma/\lambda)$, and the integral of $Q$ times its density over $Q>0$ is $\sigma_Q/\sqrt{2\pi}$. The net flux is therefore $\sigma^2/(\sqrt{2\pi}\,\sigma_Q)$. The flux without recrossing is $\sigma/\sqrt{2\pi}$. Their ratio is the Kramers factor

$$\kappa=\left(1+\frac\gamma\lambda\right)^{-1/2}=\frac\lambda\omega,$$

where the last step uses $\lambda(\lambda+\gamma)=\omega^2$. For the illustrative choice $\gamma=\omega$, $\kappa=0.618$, and the leading time becomes 166 years. For very weak friction the well no longer stays in equilibrium, and this treatment fails.

Quantum motion acts in the opposite direction. Let $u=\omega/k_BT$, which is $h\nu/k_BT=1.600$ in ordinary units. The harmonic well has the level sum

$$\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac1{2\sinh(u/2)},$$

against the classical value $1/u$. The smaller sum raises the rate by $\sinh(u/2)/(u/2)$. At the top, I take as input the transmission probability of an inverted parabola, $1/(1+e^{-2\pi y/u})$, with $y=(E-E_b)/k_BT$. Its thermal average replaces the classical value 1. With $z=e^{2\pi y/u}$,

$$\int_{-\infty}^{\infty}\frac{e^{-y}dy}{1+e^{-2\pi y/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{z^{-u/2\pi}}{1+z}dz
=\frac{u/2}{\sin(u/2)},$$

by the standard integral $\int_0^\infty z^{-q}/(1+z)\,dz=\pi/\sin\pi q$ for $0<q<1$. The product of the two factors is 1.238, which shortens the leading time to 83.0 years if the well stays in equilibrium and recrossing is neglected ($\kappa=1$). The result requires $u<2\pi$, or a temperature above 76.4 K; near that limit the parabolic barrier is inadequate.

## Beside a real capacitor

The polarization, cell size and fields used here are rough values for ferroelectric hafnia, while the barrier is illustrative. The assumptions most exposed in a device are zero internal field, a single site and room temperature. In this model a residual field of 1 MV/cm that favours the step shortens the time about 4.5-fold, and 800 independent sites shorten the wait for a first event 800-fold. Heating to 358 K with $E_b$ and $\nu$ fixed reduces the one-site time to 8.46 days. Hafnia capacitors switch within microseconds at fields of a few MV/cm or less, whereas this single-cell event would need 28.6 MV/cm. If every cell had to make the 1.34 eV step on its own, switching at such fields would therefore be far too slow. In a patch of the size considered here, easy reversal of the neighbours after a first step would not be enough by itself: at 4 MV/cm the first step among its 800 sites would still take about three hours on average. A lower barrier for the first step, at another kind of wall or at a defect, or a larger reversed volume whose barrier does not grow in proportion, could remove the conflict; which of these applies is not decided here.
